# Mass-Velocity and Darwin Energies of Hydrogenic 1s, 2s and 2p States: a program that tests the result

```python
"""
Result under test: for one electron and a fixed point nucleus of charge Z,
the first-order mass-velocity and Darwin energies, in units Z^4 alpha^2 E_h, are
  1s: -5/8, +1/2     2s: -13/128, +1/16     2p: -7/384, 0.
The s sums equal the alpha^2 terms of the Dirac levels. The 2p sum equals the
(2j+1)-weighted mean of two levels; spin-orbit coupling gives each level.
Symbols: n, l quantum numbers; kappa = -1 (s1/2), +1 (p1/2), -2 (p3/2);
alpha fine-structure constant; E_h hartree. Atomic units inside the program.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure, physical_constants

mp.mp.dps = 50
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
r, Z = sp.symbols("r Z", positive=True)

# Commutator identity behind the Darwin and spin-orbit operators.
x, y, z, hbar = sp.symbols("x y z hbar", real=True)
xyz = (x, y, z)
pauli = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
pot = sp.Function("V")(*xyz)
spinor = sp.Matrix([sp.Function("u")(*xyz), sp.Function("w")(*xyz)])


def sigma_p(s):
    out = sp.zeros(2, 1)
    for mat, q in zip(pauli, xyz):
        out += -sp.I * hbar * mat * s.diff(q)
    return out


left = (sigma_p(pot * sigma_p(spinor))
        - (sigma_p(sigma_p(pot * spinor))
           + pot * sigma_p(sigma_p(spinor))) / 2)
right = hbar**2 / 2 * sum(pot.diff(q, 2) for q in xyz) * spinor
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = -sp.I * hbar * (pot.diff(xyz[j]) * spinor.diff(xyz[k])
                            - pot.diff(xyz[k]) * spinor.diff(xyz[j]))
    right += hbar * pauli[i] * cross
assert (left - right).applyfunc(lambda e: sp.expand(e.doit())) == sp.zeros(2, 1)

# Radial functions; checked against the Schroedinger equation and the norm.
states = {
    "1s": (1, 0, 2 * Z**sp.Rational(3, 2) * sp.exp(-Z * r)),
    "2s": (2, 0, Z**sp.Rational(3, 2) / sp.sqrt(2)
           * (1 - Z * r / 2) * sp.exp(-Z * r / 2)),
    "2p": (2, 1, Z**sp.Rational(5, 2) / (2 * sp.sqrt(6))
           * r * sp.exp(-Z * r / 2)),
}


def laplacian(f, l):
    return sp.expand(sp.diff(r * f, r, 2) / r - l * (l + 1) * f / r**2)


def radial_integral(f):
    return sp.simplify(sp.integrate(sp.expand(f), (r, 0, sp.oo)))


def momentum_moments(R, n, l, charge):
    """Norm and <p^4> from the spherical Bessel transform of R."""
    poly = sp.simplify(R * sp.exp(Z * r / n)).subs(Z, charge)
    coeffs = [float(c) for c in sp.Poly(poly, r).all_coeffs()[::-1]]
    a = charge / n
    nodes, weights = np.polynomial.legendre.leggauss(200)
    theta = (nodes + 1) * np.pi / 4
    p = a * np.tan(theta)
    dp = weights * np.pi / 4 * a / np.cos(theta)**2

    def power_integral(m):
        return float(sp.factorial(m)) / (a - 1j * p)**(m + 1)

    phi = np.zeros_like(p)
    for m, c in enumerate(coeffs):
        if c == 0:
            continue
        if l == 0:
            phi += c * power_integral(m + 1).imag / p
        else:
            phi += c * (power_integral(m).imag / p**2
                        - power_integral(m + 1).real / p)
    density = 2 / np.pi * phi**2
    return np.sum(dp * p**2 * density), np.sum(dp * p**6 * density)


width = sp.symbols("width", positive=True)
smeared_rV = -Z * sp.erf(r / (sp.sqrt(2) * width))
smeared_lap = sp.lambdify((r, width, Z), sp.diff(smeared_rV, r, 2) / r, "numpy")


def smeared_darwin(R, charge, s):
    """Expectation of laplacian(V)/8 for a Gaussian nucleus of width s."""
    nodes, weights = np.polynomial.legendre.leggauss(200)
    rr = (nodes + 1) * 6 * s
    Rv = sp.lambdify(r, R.subs(Z, charge), "numpy")(rr)
    lap = smeared_lap(rr, s, float(charge))
    return np.sum(weights * 6 * s * rr**2 * Rv**2 * lap) / 8


mv, dar, p4, naive_p4, inv1, inv2 = {}, {}, {}, {}, {}, {}
momentum_p4, smeared = {}, {}
test_charge = 3
for name, (n, l, R) in states.items():
    E = -Z**2 / (2 * sp.Integer(n)**2)
    assert radial_integral(r**2 * R**2) == 1
    assert sp.simplify(-laplacian(R, l) / 2 - Z * R / r - E * R) == 0
    inv1[name] = radial_integral(r * R**2)
    inv2[name] = radial_integral(R**2)
    p4_full = 4 * (E**2 + 2 * E * Z * inv1[name] + Z**2 * inv2[name])
    p4[name] = sp.simplify(p4_full / Z**4)
    mv[name] = -p4[name] / 8
    rho0 = sp.limit(R, r, 0)**2 / (4 * sp.pi)
    dar[name] = sp.simplify(sp.pi * Z * rho0 / 2 / Z**4)

    norm, quad_p4 = momentum_moments(R, n, l, test_charge)
    momentum_p4[name] = quad_p4 / test_charge**4
    assert abs(norm - 1) < 1e-9
    assert abs(momentum_p4[name] - float(p4[name])) < 1e-8

    # Linear extrapolation in nuclear width removes the cusp error.
    s = 2e-5
    smeared[name] = (2 * smeared_darwin(R, test_charge, s / 2)
                     - smeared_darwin(R, test_charge, s)) / test_charge**4
    assert abs(smeared[name] - float(dar[name])) < 1e-6

    # Differentiating only at r > 0 loses a delta function for s states.
    twice = laplacian(laplacian(R, l), l)
    naive_p4[name] = sp.simplify(radial_integral(r**2 * R * twice) / Z**4)
    lost = sp.Rational(8, n**3) if l == 0 else 0
    assert sp.simplify(p4[name] - naive_p4[name] - lost) == 0

assert (mv["1s"], dar["1s"]) == (sp.Rational(-5, 8), sp.Rational(1, 2))
assert (mv["2s"], dar["2s"]) == (sp.Rational(-13, 128), sp.Rational(1, 16))
assert (mv["2p"], dar["2p"]) == (sp.Rational(-7, 384), 0)

# Spin-orbit energies of 2p; L.S is diagonalized in the product basis.
root2 = np.sqrt(2)
Lplus = np.array([[0, root2, 0], [0, 0, root2], [0, 0, 0]], complex)
Lmat = [(Lplus + Lplus.conj().T) / 2,
        (Lplus - Lplus.conj().T) / 2j, np.diag([1, 0, -1]).astype(complex)]
LS = sum(np.kron(a, np.array(b.tolist(), complex) / 2)
         for a, b in zip(Lmat, pauli))
ls_values = np.linalg.eigvalsh(LS)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5], atol=1e-12)
inv3_2p = radial_integral(states["2p"][2]**2 / r)
so_half = sp.simplify(-inv3_2p / 2 / Z**3)
so_three = sp.simplify(inv3_2p / 4 / Z**3)

levels = {  # label: (orbital, n, kappa, spin-orbit coefficient)
    "1s1/2": ("1s", 1, -1, sp.Integer(0)),
    "2s1/2": ("2s", 2, -1, sp.Integer(0)),
    "2p1/2": ("2p", 2, 1, so_half),
    "2p3/2": ("2p", 2, -2, so_three),
}


def dirac_root(n, kappa, coupling):
    """Bound energy / Z^2 from the radial Dirac boundary-value problem.
    coupling = Z alpha; lengths are scaled by Z; rest energy is removed."""
    s = mp.mpf(coupling)
    c = 1 / s
    g = mp.sqrt(kappa**2 - s**2)
    radius = mp.mpf(40 * n)

    def large_component(eps):
        a, b = mp.mpf(1), (g + kappa) * c
        total = a
        for k in range(1, 251):
            u = radius * (eps + 2 * c**2) / c * b
            v = -radius * eps / c * a
            m = g + k
            det = m**2 - g**2
            a, b = (((m - kappa) * u + s * v) / det,
                    ((m + kappa) * v - s * u) / det)
            total += a
        decay = mp.sqrt(-2 * eps - (eps * s)**2)
        return total * mp.exp(-decay * radius)

    e0 = -mp.mpf(1) / (2 * n**2)
    e1 = e0 - s**2 / 10
    f0, f1 = large_component(e0), large_component(e1)
    for _ in range(40):
        step = -f1 * (e1 - e0) / (f1 - f0)
        e0, f0 = e1, f1
        e1 = e1 + step
        if abs(step) < mp.mpf("1e-25"):
            return e1
        f1 = large_component(e1)
    raise RuntimeError("Dirac root search did not converge")


def dirac_formula(n, kappa, coupling):
    s = mp.mpf(coupling)
    k = abs(kappa)
    g = mp.sqrt(k**2 - s**2)
    return (1 / mp.sqrt(1 + (s / (n - k + g))**2) - 1) / s**2


total, limit_coeff = {}, {}
for label, (orb, n, kappa, so) in levels.items():
    total[label] = mv[orb] + dar[orb] + so
    expanded = -sp.Rational(1, 2 * n**4) * (sp.Rational(n, abs(kappa))
                                            - sp.Rational(3, 4))
    assert total[label] == expanded
    for charge in (20, 80):
        s = charge * fine_structure
        assert abs(dirac_root(n, kappa, s) - dirac_formula(n, kappa, s)) < 1e-18
    e_nr = -mp.mpf(1) / (2 * n**2)
    target = mp.mpf(int(total[label].p)) / int(total[label].q)
    s1, s2 = mp.mpf("0.001"), mp.mpf("0.002")
    c1 = (dirac_root(n, kappa, s1) - e_nr) / s1**2
    c2 = (dirac_root(n, kappa, s2) - e_nr) / s2**2
    limit_coeff[label] = float(c1)
    assert abs(c1 - target) < 1e-6
    assert abs((c2 - target) / (c1 - target) - 4) < 1e-3

mean_2p = (2 * total["2p1/2"] + 4 * total["2p3/2"]) / 6
assert mean_2p == mv["2p"] + dar["2p"]
assert mean_2p not in (total["2p1/2"], total["2p3/2"])

print(f"alpha = {fine_structure:.10f} (no unit)")
print(f"1 hartree = {HARTREE_EV:.6f} eV")
print("Radial means, atomic units:")
for name in states:
    print(f" {name}: <1/r> = {inv1[name]}, <1/r^2> = {inv2[name]}")
print(f" 2p: <1/r^3> = {inv3_2p}")
print("<p^4>/Z^4, atomic units: exact, momentum integral, r>0 only")
for name in states:
    print(f" {name}: {p4[name]}, {momentum_p4[name]:.8f}, {naive_p4[name]}")
print("Coefficients of Z^4 alpha^2 hartree: MV, Darwin, sum")
for name in states:
    print(f" {name}: {mv[name]}, {dar[name]}, {mv[name] + dar[name]}")
print("Darwin coefficient from shrinking Gaussian nucleus:")
for name in states:
    print(f" {name}: {smeared[name]:.7f}")
print(f"2p spin-orbit coefficients: j=1/2 {so_half}, j=3/2 {so_three}")
print("Total coefficient, and Dirac root at Z alpha = 0.001:")
for label in levels:
    print(f" {label}: {total[label]}, {limit_coeff[label]:.8f}")
print(f"Weighted 2p mean coefficient: {mean_2p}")

charge = 20
unit = charge**4 * fine_structure**2
print(f"Worked ion: Z = {charge}, Z alpha = {charge * fine_structure:.6f}")
print(f"Z^4 alpha^2 = {unit:.6f} hartree")
print("MV, Darwin, their sum (hartree):")
for name in states:
    a, b = float(mv[name]) * unit, float(dar[name]) * unit
    print(f" {name}: {a:.6f}, {b:.6f}, {a + b:.6f}")
print(f"2p spin-orbit (hartree): j=1/2 {float(so_half) * unit:.6f}, "
      f"j=3/2 {float(so_three) * unit:.6f}")
print("Energies (hartree): nonrelativistic, first order, Dirac")
for label, (orb, n, kappa, so) in levels.items():
    e_nr = -charge**2 / (2 * n**2)
    first = e_nr + float(total[label]) * unit
    full = float(dirac_root(n, kappa, charge * fine_structure)) * charge**2
    print(f" {label}: {e_nr:.6f}, {first:.6f}, {full:.6f}")
print(f"1s first-order shift = {float(total['1s1/2']) * unit * HARTREE_EV:.4f} eV")
print("1s shift (hartree): first order, Dirac, first/Dirac in percent")
for q in (1, 20, 80):
    first = float(total["1s1/2"]) * q**4 * fine_structure**2
    full = float((dirac_root(1, -1, q * fine_structure) + mp.mpf("0.5")) * q**2)
    print(f" Z={q}: {first:.6e}, {full:.6e}, {100 * first / full:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
alpha = 0.0072973526 (no unit)
1 hartree = 27.211386 eV
Radial means, atomic units:
 1s: <1/r> = Z, <1/r^2> = 2*Z**2
 2s: <1/r> = Z/4, <1/r^2> = Z**2/4
 2p: <1/r> = Z/4, <1/r^2> = Z**2/12
 2p: <1/r^3> = Z**3/24
<p^4>/Z^4, atomic units: exact, momentum integral, r>0 only
 1s: 5, 5.00000000, -3
 2s: 13/16, 0.81250000, -3/16
 2p: 7/48, 0.14583333, 7/48
Coefficients of Z^4 alpha^2 hartree: MV, Darwin, sum
 1s: -5/8, 1/2, -1/8
 2s: -13/128, 1/16, -5/128
 2p: -7/384, 0, -7/384
Darwin coefficient from shrinking Gaussian nucleus:
 1s: 0.5000000
 2s: 0.0625000
 2p: -0.0000000
2p spin-orbit coefficients: j=1/2 -1/48, j=3/2 1/96
Total coefficient, and Dirac root at Z alpha = 0.001:
 1s1/2: -1/8, -0.12500006
 2s1/2: -5/128, -0.03906252
 2p1/2: -5/128, -0.03906252
 2p3/2: -1/128, -0.00781250
Weighted 2p mean coefficient: -7/384
Worked ion: Z = 20, Z alpha = 0.145947
Z^4 alpha^2 = 8.520217 hartree
MV, Darwin, their sum (hartree):
 1s: -5.325135, 4.260108, -1.065027
 2s: -0.865335, 0.532514, -0.332821
 2p: -0.155316, 0.000000, -0.155316
2p spin-orbit (hartree): j=1/2 -0.177505, j=3/2 0.088752
Energies (hartree): nonrelativistic, first order, Dirac
 1s1/2: -200.000000, -201.065027, -201.076523
 2s1/2: -50.000000, -50.332821, -50.336594
 2p1/2: -50.000000, -50.332821, -50.336594
 2p3/2: -50.000000, -50.066564, -50.066742
1s first-order shift = -28.9809 eV
1s shift (hartree): first order, Dirac, first/Dirac in percent
 Z=1: -6.656419e-06, -6.656597e-06, 99.997
 Z=20: -1.065027e+00, -1.076523e+00, 98.932
 Z=80: -2.726469e+02, -3.321921e+02, 82.075
ALL CHECKS PASSED
```
